\section*{Calibrating Committee Variances by Maximum Likelihood on Validation Data}

\section{The decision and the rule}

A surrogate energy model can be run with a threshold: if its predicted error bar is below some number of meV, the prediction is accepted; otherwise a new first-principles calculation is made. When the error bar is the spread of a committee of models, the threshold has a meaning in meV only after the spread has been compared with actual errors.

Let $M$ surrogates predict $y_i(x)$ for a configuration $x$. Their mean and sample variance are
\begin{equation}
\bar y(x)=\frac1M\sum_{i=1}^M y_i(x),\qquad
\sigma^2(x)=\frac1{M-1}\sum_{i=1}^M\,[y_i(x)-\bar y(x)]^2 .
\end{equation}
On $N$ validation configurations, not used in training, the reference method gives $y_{\rm ref}(x_n)$. Define
\begin{equation}
\Delta_n=y_{\rm ref}(x_n)-\bar y(x_n),\qquad z_n=\Delta_n/\sigma_n ,\qquad \sigma_n=\sigma(x_n)>0 .
\end{equation}
The rule is
\begin{equation}
\boxed{\;\sigma_n^2\to\hat\alpha^2\sigma_n^2,\qquad \hat\alpha^2=\frac1N\sum_{n=1}^N z_n^2\;}
\label{rule}
\end{equation}
The variance is multiplied by the mean squared ratio; the standard deviation is multiplied by its square root, $\hat\alpha$.

\section{Derivation}

Assume that, given the $\sigma_n$, the errors are independent and Gaussian with zero mean and variance $\alpha^2\sigma_n^2$, where $\alpha$ is common to all points. The likelihood is the product
\begin{equation}
p(\Delta_1,\dots,\Delta_N)=\prod_n\frac{1}{\sqrt{2\pi\alpha^2\sigma_n^2}}
\exp\!\left(-\frac{\Delta_n^2}{2\alpha^2\sigma_n^2}\right).
\end{equation}
Its negative logarithm, with $\lambda=\ln\alpha^2$, is
\begin{equation}
L(\lambda)=\frac12\sum_n\left[\ln(2\pi\sigma_n^2)+\lambda+z_n^2e^{-\lambda}\right].
\end{equation}
The first term does not depend on $\lambda$. Differentiating the other two,
\begin{equation}
L'(\lambda)=\frac12\sum_n\left(1-z_n^2e^{-\lambda}\right),\qquad
L''(\lambda)=\frac12 e^{-\lambda}\sum_n z_n^2 .
\end{equation}
Setting $L'=0$ gives $N=e^{-\lambda}\sum_n z_n^2$, which is Eq.~(\ref{rule}). If at least one error is nonzero, $L''>0$ for every $\lambda$, so $L$ is convex and this stationary point is its unique minimum. Inserting $e^{-\lambda}\sum_n z_n^2=N$ gives the curvature $L''=N/2$ there. If all errors vanish, $L$ falls without limit as $\lambda\to-\infty$ and no maximum of the likelihood exists.

The raw committee corresponds to $\lambda=0$. With $m=\hat\alpha^2$, the gain per validation point is
\begin{equation}
\frac{L(0)-L(\ln m)}{N}=\frac12\left[m-\left(\ln m+\frac mm\right)\right]
=\frac12(m-1-\ln m)\ge0 ,
\label{gain}
\end{equation}
because $\ln m\le m-1$.

\subsection{Errors that are not Gaussian}

Suppose the Gaussian form is used merely to score predictions. For points drawn from some population, the mean score with factor $a$ is
\begin{equation}
S(a)=\tfrac12\left\langle\ln(2\pi\sigma^2)\right\rangle+\tfrac12\ln a+\frac{\langle z^2\rangle}{2a},
\qquad
S'(a)=\frac{a-\langle z^2\rangle}{2a^2}.
\label{score}
\end{equation}
$S'$ is negative below $a=\langle z^2\rangle$ and positive above it. The same rule therefore gives the best global factor for this score whatever the error distribution, provided the averages are finite. It does not guarantee that 68\,\% of errors lie within one standard deviation, nor that the error bar is right in each region.

\section{Precision of the factor}

For independent validation points, the variance of a mean is the single-point variance divided by $N$:
\begin{equation}
\mathrm{sd}(\hat\alpha^2)=\sqrt{\mathrm{Var}(z^2)/N}.
\label{se}
\end{equation}
In the Gaussian model $z=\alpha\xi$, with $\xi$ a standard normal variable. Since $\langle\xi^2\rangle=1$ and $\langle\xi^4\rangle=3$, $\mathrm{Var}(z^2)=\alpha^4(3-1)$ and the standard deviation becomes $\alpha^2\sqrt{2/N}$. If the $N$ points are really $N/k$ independent ones, each repeated $k$ times, the mean is unchanged but $N$ in Eq.~(\ref{se}) must be replaced by $N/k$. Neighbouring frames of a trajectory approach this situation.

A different estimator is the pooled ratio $R=\sum_n\Delta_n^2/\sum_n\sigma_n^2$. Under the Gaussian model its mean is also $\alpha^2$, because $\langle\Delta_n^2\rangle=\alpha^2\sigma_n^2$. Each $\Delta_n^2$ has variance $2\alpha^4\sigma_n^4$, so
\begin{equation}
\mathrm{sd}(R)=\alpha^2\,\frac{\sqrt{2\sum_n\sigma_n^4}}{\sum_n\sigma_n^2}
\ \ge\ \alpha^2\sqrt{\frac2N},
\end{equation}
by the Cauchy--Schwarz inequality $(\sum_n\sigma_n^2)^2\le N\sum_n\sigma_n^4$. Equality requires equal $\sigma_n$. A simulation with $\alpha^2=4$ tested both formulas, using 20\,000 sets of 100 errors with fixed log-normal $\sigma_n$ (standard deviation of $\ln\sigma_n$ set to 0.8). The mean ratio scattered by 0.569, against 0.566 predicted; the pooled ratio scattered by 1.36, against 1.35.

\section{Small committees}

With few members, $\sigma^2$ is itself noisy, and division by an accidentally small value inflates $z^2$. The effect can be calculated in a simple sampling model. At a given $x$, let the members be independent normal variables with mean $\mu$ and variance $s^2$, and let the reference be an independent normal variable with mean $\mu$ and variance $\alpha_0^2s^2$.

Rotate the vector $(y_1-\mu,\dots,y_M-\mu)$ orthogonally so that its first new component is $t_1=\sqrt M(\bar y-\mu)$. The components $t_k$ remain independent, with variance $s^2$. Since a rotation preserves length,
\begin{equation}
(M-1)\sigma^2=\sum_i(y_i-\mu)^2-M(\bar y-\mu)^2=\sum_{k=2}^M t_k^2 .
\end{equation}
Thus $\sigma^2$ is independent of $\bar y$, and $Q=(M-1)\sigma^2/s^2$ has a chi-squared distribution with $\nu=M-1$ degrees of freedom. For $\nu>2$,
\begin{equation}
\left\langle\frac1Q\right\rangle=\int_0^\infty\frac{q^{\nu/2-2}e^{-q/2}}{2^{\nu/2}\Gamma(\nu/2)}\,dq
=\frac{2^{\nu/2-1}\Gamma(\nu/2-1)}{2^{\nu/2}\Gamma(\nu/2)}=\frac1{\nu-2},
\end{equation}
where the last step uses $\Gamma(\nu/2)=(\nu/2-1)\Gamma(\nu/2-1)$. The error $\Delta$ combines the independent scatter of the reference and of $\bar y$, so $\langle\Delta^2\rangle=s^2(\alpha_0^2+1/M)$. Because $\Delta$ and $\sigma^2$ are independent,
\begin{equation}
\langle z^2\rangle=\langle\Delta^2\rangle\,\frac{M-1}{s^2}\left\langle\frac1Q\right\rangle
=\left(\alpha_0^2+\frac1M\right)\frac{M-1}{M-3},\qquad M>3 .
\label{small}
\end{equation}
Solving for the factor that relates $s^2$ to the scatter of the reference about $\mu$,
\begin{equation}
\alpha_0^2=\frac{M-3}{M-1}\langle z^2\rangle-\frac1M .
\label{correct}
\end{equation}

Since $\langle\sigma^2\rangle=s^2$, the mean calibrated variance is $\langle z^2\rangle s^2$, which exceeds $\langle\Delta^2\rangle$ by the factor $(M-1)/(M-3)$. This does not contradict Eq.~(\ref{score}): the best log score and a correct mean variance are different demands when $\sigma$ is noisy. As $M\to\infty$ they agree in this model.

For $M=8$ and $\alpha_0^2=4$, Eq.~(\ref{small}) gives $4.125\times7/5=5.775$. A simulation of 400\,000 cases with varying $s$ gave 5.781, from which Eq.~(\ref{correct}) recovers $\alpha_0^2=4.004$. The variance was overstated by 1.398, against 1.400 predicted.

\section{Passing the calibration to derived quantities}

An energy difference needs the correlation between two predictions as well as their separate error bars. Rescaling the members retains the correlation between their deviations, which need not equal the correlation between the actual errors:
\begin{equation}
y_i'(x)=\bar y(x)+\hat\alpha\,[y_i(x)-\bar y(x)] .
\end{equation}
The deviations sum to zero, so the mean is unchanged. For a linear quantity $A_i=\sum_kc_ky_i(x_k)$, substitution gives $A_i'=\bar A+\hat\alpha(A_i-\bar A)$, and its variance is multiplied by $\hat\alpha^2$. Whether a factor fitted to single energies also suits the errors of $A$ must be decided with validation data for $A$.

A free energy is not linear in the energy. For a classical configurational free energy $F=-k_BT\ln\int e^{-U/k_BT}dx$, replacing the mean surface $U$ by $U+\delta$ gives
\begin{equation}
F[U+\delta]-F[U]=-k_BT\ln\left\langle e^{-\delta/k_BT}\right\rangle_U
=\langle\delta\rangle_U-\frac{\mathrm{Var}_U(\delta)}{2k_BT}+\dots,
\end{equation}
with thermal averages over $U$. Rescaling $\delta$ by $\hat\alpha$ multiplies the first term by $\hat\alpha$ and the second by $\hat\alpha^2$. The spread of $F$ therefore scales with $\hat\alpha$ at leading order in $\delta/k_BT$. Beyond that order, $F$ should be evaluated for each rescaled member.

\section{Example: the stretch of HF}

The reference is the RHF/cc-pVDZ energy of the HF molecule for bond lengths distributed uniformly from 0.080 to 0.120~nm. The curve was interpolated from 14 computed energies; at three other lengths it agreed with direct calculations to $3\times10^{-9}$~meV. Each of 16 members is a cubic polynomial fitted to a random 18 of 24 reference energies at evenly spaced lengths. The validation set has 100 random lengths. At the first of them, 0.0994~nm, the error is 10.15~meV and $\sigma=2.558$~meV, so $z^2=(10.15/2.558)^2\approx15.7$. At 0.0917~nm the values are $-2.636$ and 2.579~meV, so $z^2\approx1.04$.

The mean over all 100 points is
\begin{equation}
\hat\alpha^2=7.54,\qquad \hat\alpha=2.75 .
\end{equation}
Direct numerical minimization of $L$ gave the same $\hat\alpha^2$ to the four decimals printed, and the finite-difference curvature was 50.000, equal to $N/2$. Equation~(\ref{gain}) gives a gain of $\frac12(7.544-1-2.021)=2.261$ nat per point, as found from the likelihood itself.

A dense grid over the whole range serves as the population and gives $\langle z^2\rangle=7.43$. Equation~(\ref{se}) predicts a scatter of 0.63 for sets of 100 points; 3000 repeated sets gave 0.63. The Gaussian formula gives 1.05. It is too large because $z$ has weaker tails than a Gaussian here: $\mathrm{Var}(z^2)=100\times0.6315^2\approx40$, whereas a Gaussian would have $2\times7.43^2\approx110$.

\subsection{Why the raw spread is too small}

Let $b(r)$ be the cubic closest to the reference in least squares over the range. Its residual is orthogonal to every cubic, including $b-\bar y$. The cross term therefore vanishes in
\begin{equation}
\langle\Delta^2\rangle=\langle(y_{\rm ref}-b)^2\rangle+\langle(b-\bar y)^2\rangle .
\end{equation}
The rms error is 10.23~meV and the rms misfit of $b$ is 9.84~meV, so the misfit supplies $9.839^2/10.233^2\approx92\,\%$ of the squared error. No cubic member can represent this residual. It enters every member's error $y_{\rm ref}-y_i$ equally, so the differences $y_i-\bar y$ do not contain it. They reflect it only indirectly: the training energies are free of noise, and fits to different subsets differ only because the curve is not a cubic. The remaining error, $\sqrt{10.23^2-9.84^2}\approx2.8$~meV, is below the rms raw spread of 5.49~meV. In mean square, most of the error of this committee is thus the shared misfit, and more members of the same form would not remove it. The size of the misfit does not fix the factor, however. Error and spread are both linear in the non-cubic part of the curve, so scaling that part leaves every $z$ unchanged. The factor depends strongly on how much the subsets overlap: with 600 members, $\langle z^2\rangle$ is about 0.7 for subsets of 10 points, 7.5 for 18 and 34 for 22, with a relative standard deviation between draws of 9\,\% in the first case and 6\,\% in the other two. Using all possible subsets gives 7.4 for 18 and 33 for 22.

\subsection{What one factor repairs and what it leaves}

Over the population, one raw standard deviation covers 20\,\% of the errors and one calibrated standard deviation covers 57\,\%, still short of the Gaussian 68\,\%. Yet the rms calibrated error bar is 15.1~meV, larger than the rms error of 10.2~meV. Both statements hold because $z$ is not Gaussian and its square is not independent of $\sigma^2$. Indeed,
\begin{equation}
\langle\Delta^2\rangle=\langle z^2\sigma^2\rangle
=\langle z^2\rangle\langle\sigma^2\rangle+\mathrm{Cov}(z^2,\sigma^2),
\end{equation}
or $105=224-119$ in meV$^2$. The covariance is negative: where the committee spreads widely, its error is smaller relative to the spread. The trend is not monotonic: from the fifth of the range with the smallest $\sigma$ to the fifth with the largest, the mean $z^2$ is 7.9, 14.8, 8.0, 4.3 and 2.3. The sampling model of the previous section would give an overstatement of $15/13\approx1.15$ in variance, whereas here it is $(15.08/10.23)^2\approx2.2$. Equation~(\ref{correct}) would turn 7.54 into 6.48, but its assumptions do not hold for members that share training data and misfit, so that value is not adopted. Over redrawn committees of 16 members $\langle z^2\rangle$ averages about 9.5, which is 1.28 times the many-member limit of 7.4; Eq.~(\ref{small}) with that limit as $\alpha_0^2$ would give a ratio of 1.16.

The population pooled ratio, $10.23^2/5.49^2\approx3.5$, would match the mean variance. By Eq.~(\ref{score}) its score is about 3.80 nat per point, against 3.61 for $\hat\alpha^2$ and 5.83 for the raw committee, with energies in meV. A constant error bar of 10.9~meV, the rms validation error, scores 3.75. This calibrated committee is thus better than a constant by 0.13 nat per point. The gain is fragile: when the outer 5\,\% at each end of the range is left out, it falls to 0.02 nat with the same factor and constant, and to $-0.10$ nat when both are refitted to the shorter range. Over 200 redrawn committees of 16 members its median is about 0.02 nat and it is negative in a third of them, while $\langle z^2\rangle$ has 5th and 95th percentiles of about 5 and 16. The spread of this committee does mark the largest errors: the fifth of the range with the largest $\sigma$ has an rms error of 18~meV, against 5 to 9~meV in the other fifths. In the three middle fifths the rms error stays near 8~meV while the rms $\sigma$ rises from 2.3 to 4~meV, so there the spread says little about the error. This comparison is worth making before a committee is used to select new calculations.

\subsection{An energy difference and the limits of the reference}

From 0.092 to 0.105~nm the reference energy rises by 534.4~meV and the committee mean by 529.4~meV, an error of 5.0~meV. The raw spread of the difference is 3.3~meV and the rescaled spread $2.747\times3.293=9.0$~meV. One difference cannot establish calibration. Averaged over all pairs in the range with the same separation of 0.013~nm, the raw $\langle z^2\rangle$ of the difference is 8.3, close to $\hat\alpha^2$, but it is 13.8 for a separation of 0.004~nm and 1.1 for 0.025~nm, so the single-energy factor does not carry over to differences in general. Treating the two rescaled energies as independent would give 8.4~meV; the larger value from the members shows that their deviations at these two lengths are anticorrelated.

HF vapour is used to etch silicon oxide, and its equilibrium bond length is roughly 0.092~nm (0.090~nm on the RHF/cc-pVDZ curve), inside the range studied. A process simulation would not, however, sample the bond uniformly up to 0.120~nm, and it would include surfaces and other molecules. The assumption broken first is that validation and use share one distribution. After calibration, the mean $z^2$ is 1.07 in the inner half of the range (0.090 to 0.110~nm) and 0.90 in the two wings outside it; split instead at 0.100~nm, it is 0.77 for the shorter bonds and 1.20 for the longer ones. Use spread uniformly over the inner half would call for $\hat\alpha^2\approx1.07\times7.54\approx8.1$. Narrower regions can differ far more: the two validation lengths quoted above both lie in the inner half, yet their raw $z^2$ are 15.7 and 1.04. The second length lies close to a zero of the error at 0.0927~nm. For a narrow distribution the factor depends on where it is centred: the 300~K Boltzmann weight on the RHF curve, about 0.002~nm wide around 0.090~nm, gives $\langle z^2\rangle=7.2$, close to the global value, while a Gaussian weight with a standard deviation of 0.002~nm centred at 0.0917~nm gives 4.3 (3.5 for 0.0015~nm and 4.9 for 0.0025~nm). The factor for a surface model has to be measured on surface configurations. For a classical free energy the correction to the linear estimate is set by the thermal variance of $\delta$, not by the rms error bar over the whole range. At 300~K the spread of $F$ over the rescaled members is 6.2~meV, against 6.0~meV from the linear term, although for one member the second-order term reaches 3~meV. For the HF stretch itself a quantum treatment of the vibration is needed.

The calibration also omits the error of the reference method. For the same energy difference, CCSD(T) in the cc-pVDZ basis lies 155~meV below RHF, and enlarging the basis to cc-pVTZ at the RHF level adds 30~meV. Neither shift is converged in the basis: with a frozen core the correlation shift is 156~meV in cc-pVDZ, 166~meV in cc-pVTZ, 200~meV in aug-cc-pVDZ and 184~meV in aug-cc-pVTZ. The RHF basis shift is 8~meV at aug-cc-pVDZ and 21~meV at aug-cc-pVTZ, and settles between 31 and 34~meV in larger sets (34~meV at cc-pVQZ, 31~meV at aug-cc-pVQZ, 33~meV at cc-pV5Z). The correlation shift in all four bases, and the basis shift from the triple-zeta level upward, exceed the rescaled spread of 9~meV. Calibration against RHF/cc-pVDZ describes how well the surrogate reproduces RHF/cc-pVDZ; it contains no estimate of these shifts.

\section{Implementation}

\begin{enumerate}
\item Draw validation points independently from the distribution met in use, and keep them out of all members' training sets.
\item Compute $\hat\alpha^2$ from Eq.~(\ref{rule}) and its uncertainty from Eq.~(\ref{se}), with the sample variance of $z_n^2$. This needs a finite $\mathrm{Var}(z^2)$. In the sampling model for small committees $\langle Q^{-2}\rangle=1/[(\nu-2)(\nu-4)]$, so $\mathrm{Var}(z^2)=2\langle z^2\rangle^2(M-2)/(M-5)$, which is larger than the Gaussian value and infinite for $M\le5$; there the sample variance is not a reliable measure of the uncertainty. Inspect the largest terms: a nearly vanishing $\sigma_n$ can dominate the mean.
\item On separate data, compare the score with that of a constant error bar, and examine mean $z^2/\hat\alpha^2$ by region. Values far from one call for a local calibration or a better model form.
\item Store the rescaled members, not just the error bars, and validate derived quantities separately.
\end{enumerate}

The main values of the example and of the two simulations are given in the numerical output that follows; the dependence on subset size, the redrawn committees, the finer regional averages, the averages over energy differences, the free-energy spreads and the further basis sets are not listed there.

\section*{Numbers as computed}
\begin{verbatim}
HF, RHF/cc-pVDZ, bond length 0.080 to 0.120 nm
interpolation nodes 14, max error 3.0e-09 meV
members 16, training 24, subset 18, validation 100
first validation points: r/nm, error/meV, sigma/meV, z^2
  0.0994    10.150    2.558    15.739
  0.1009     9.524    2.214    18.505
  0.0917    -2.636    2.579     1.045
  0.0909    -4.862    2.405     4.087
alpha^2 = mean z^2: 7.5436
alpha^2 from numerical search: 7.5436
alpha: 2.7466
curvature in ln alpha^2: 50.000
validation gain per point: 2.2614 nat
population alpha^2: 7.4307
sd of alpha^2, general formula: 0.6315
sd of alpha^2, repeated draws: 0.6260
sd of alpha^2, Gaussian formula: 1.0509
population rms error: 10.233 meV
rms misfit of best cubic: 9.839 meV
misfit share of squared error: 92.44 %
rms raw sigma: 5.491 meV
rms calibrated sigma: 15.081 meV
score per point (energies in meV), raw: 5.8260 nat
score per point, calibrated: 3.6135 nat
score per point, constant bar: 3.7481 nat
constant bar: 10.866 meV
coverage of one sigma, raw: 20.3 %
coverage of one sigma, calibrated: 57.0 %
Gaussian coverage: 68.3 %
calibrated mean z^2, inner half: 1.074
calibrated mean z^2, outer half: 0.896
E(0.105 nm) - E(0.092 nm), RHF: 534.40 meV
  committee mean: 529.39 meV
  actual error: 5.01 meV
  raw spread: 3.293 meV
  rescaled spread: 9.043 meV
  if treated as independent: 8.396 meV
  CCSD(T) minus RHF: -154.64 meV
  RHF cc-pVTZ minus cc-pVDZ: 30.06 meV
known alpha^2: 4.0, points per set: 100
  sd, mean ratio: 0.5686, formula 0.5657
  sd, pooled: 1.3629, formula 1.3524
small committee, members: 8
  mean z^2: 5.7809, formula 5.7750
  recovered alpha0^2: 4.0042
  variance overstated by: 1.3978, formula 1.4000
HF alpha0^2 if sampling model held: 6.4753
\end{verbatim}
